\section*{Does a low <111> channelled impurity yield in silicon prove substitutionality?}

\section*{Question}

I want to locate dilute chromium in silicon by backscattering of 2 MeV helium. Suppose that with the beam along a $\langle111\rangle$ axis the chromium yield falls to 0.22 of its random-direction value, while the silicon yield at the same depth falls to 0.03. The usual estimate is then
\[
\frac{1-0.22}{1-0.03}\approx0.80 .
\]
May I conclude that 80\% of the chromium is substitutional? If not, would another axis settle it?

\section*{Answer}

No. The estimate treats the chromium as a mixture of atoms on the $\langle111\rangle$ rows and atoms at random positions. On that reading, about 80\% is hidden behind the rows. In silicon the tetrahedral interstitial site is hidden there too. Along $\langle110\rangle$ it stands in the open channel, so that is the axis to add.

\subsection*{Where the sites project}

Let $a$ be the cubic lattice parameter. Silicon atoms occupy a face-centred cubic lattice and a copy of it shifted by $(a/4)(1,1,1)$. Call a substitutional site S. A tetrahedral site T is reached from an atom at $\mathbf s$ by
\begin{equation}
\mathbf t=\mathbf s+\tfrac a2(1,1,1).
\end{equation}
This shift is parallel to $[111]$, so T lies on the $[111]$ row through that atom. The other $\langle111\rangle$ axes do not help. For example,
\[
\mathbf t-\tfrac a2(1,1,-1)=\mathbf s+a(0,0,1),
\]
which is again an atom, so T also lies on a $[11\bar1]$ row; permuting the coordinates covers the remaining two axes. Nor does $[100]$ help: $\mathbf s+\frac a2(0,1,1)$ is an atom, and it differs from $\mathbf t$ by $\frac a2(1,0,0)$.

For a beam along $[110]$, use the transverse coordinates $p=(x-y)/\sqrt2$ and $q=z$. The first sublattice has atoms at $(a/2)(i,j,k)$ with $i+j+k$ even. Its rows therefore fall at
\begin{equation}
(p,q)=\left(\frac{ma}{2\sqrt2},\frac{ka}{2}\right),\qquad m=i-j,
\end{equation}
with $m$ and $k$ both even or both odd. The second sublattice is shifted by $a/4$ in $q$ and not at all in $p$.

The T site $(a/2)(1,1,1)$ projects to $(0,a/2)$. Its nearest first-sublattice rows are at $(\pm a/(2\sqrt2),a/2)$, a distance $0.354a$ away. Every second-sublattice row differs from it by at least $a/4$ in $q$, and the row at $(0,a/4)$ attains this value. Hence
\begin{equation}
r_{\mathrm T}^{\langle110\rangle}=\frac a4=0.136\ \mathrm{nm}
\end{equation}
for $a=0.5431$ nm. The T sites belonging to the other sublattice follow by inversion about a bond centre and have the same distance.

\subsection*{Why the projection controls the yield}

Let $Y$ be the close-encounter yield divided by its random-direction value. I take a dilute impurity with Gaussian vibration of rms amplitude $u$ in each direction. Write $C=Z_1Z_2e^2/(4\pi\varepsilon_0)$, with $Z_1=2$ and $Z_2=14$, and use the Moli\`ere screened interaction
\begin{equation}
V(R)=\frac CR\sum_i\alpha_i e^{-\kappa_iR}.
\end{equation}
Here $\alpha_i=(0.10,0.55,0.35)$ and $\kappa_i=(6,1.2,0.3)/a_s$, with screening length $a_s=0.0194$ nm.

An ion moving at a small angle to a row feels many atoms in succession. Replace them by their average along the row, with mean atomic spacing $d$. Substituting $z=r\sinh t$ gives
\begin{align}
U_{\rm row}(r)&=\frac1d\int_{-\infty}^{\infty}V\!\left(\sqrt{r^2+z^2}\right)dz\nonumber\\
&=\frac Cd\sum_i\alpha_i\int_{-\infty}^{\infty}e^{-\kappa_i r\cosh t}\,dt
=\frac{2C}{d}\sum_i\alpha_iK_0(\kappa_i r).
\end{align}
The total transverse potential $U(\mathbf r)$ is the sum over rows. The positions of atoms along each row have disappeared. In this continuum picture the ion flux depends on the transverse position $\mathbf r$ and slowly on depth. Two sites with the same projection, vibration and depth distribution then have the same yield. That is the ambiguity between S and T along $\langle111\rangle$.

The picture needs angles below roughly $\psi_1=\sqrt{2C/(Ed)}$, where $E$ is the ion energy. This is $0.53^\circ$ for $\langle111\rangle$, with $d=\sqrt3a/2$, and $0.59^\circ$ for $\langle110\rangle$, with $d=a/\sqrt2$.

To estimate the flux, note that the transverse energy $E_\perp=p_\perp^2/(2M)+U(\mathbf r)$ is conserved, $M$ being the ion mass. Assume that ions of each $E_\perp$ have reached statistical equilibrium. With $w=p_\perp^2/(2M)$ and $p_\perp dp_\perp=M\,dw$, their spatial density is proportional to
\begin{equation}
\int d^2p_\perp\,\delta\!\left(E_\perp-\frac{p_\perp^2}{2M}-U\right)
=2\pi M\,\Theta(E_\perp-U),
\end{equation}
which is uniform over the accessible area.

A parallel beam enters uniformly over the transverse cell, and an ion entering at $\mathbf r_0$ has $E_\perp=U(\mathbf r_0)$. Let $g(\mathbf r)$ be the fraction of the cell area where the potential is below $U(\mathbf r)$. An ion with entry value $g'=g(\mathbf r_0)$ contributes relative density $1/g'$ wherever it can go. Uniform entry makes $g'$ uniform on $[0,1]$, because a fraction $g'$ of the area has a smaller value. Ions with $g'>g(\mathbf r)$ reach $\mathbf r$, so
\begin{equation}
F(\mathbf r)=\int_{g(\mathbf r)}^1\frac{dg'}{g'}=-\ln g(\mathbf r).
\label{flux}
\end{equation}
Its area average is $\int_0^1(-\ln g)\,dg=1$, as conservation of ions requires. The yield is $F$ averaged over the impurity's vibration.

\subsection*{On a row and in the channel}

Close to a row, the region of higher potential is a disk of area $\pi r^2$ in each row's share $A_0=a^3/(8d)$ of the transverse area. Then $g=1-\pi r^2/A_0$ and $F\simeq\pi r^2/A_0$. Since $\langle r^2\rangle=2u^2$,
\begin{equation}
Y_{\rm row}\simeq\frac{2\pi u^2}{A_0}.
\label{row}
\end{equation}
With $u=0.0078$ nm, a rough room-temperature value, and $A_0=0.0426$ nm$^2$ for $\langle111\rangle$, this gives 0.009 for both S and T. For S along $\langle110\rangle$, $A_0=0.0521$ nm$^2$ gives 0.007.

In the channel $g$ is small and the logarithm exceeds one. At T along $\langle110\rangle$, the summed row potential is just 3.3 eV above the channel minimum (1--2.5 eV with other common screened potentials), small beside the scale $E\psi_1^2=210$ eV. Evaluating Eq.~(\ref{flux}) on a $300\times300$ grid and averaging over the vibration gives $Y_{\mathrm T}\simeq2.1$. In equilibrium the interstitial is not merely unshadowed: the channelled flux is concentrated where it sits. At shallow depth, before equilibrium is reached, the enhancement varies with depth and can vanish locally.

\subsection*{Discrete, vibrating atoms}

Equilibrium and smooth rows are approximations, so I also followed ions collision by collision. The momentum kick from one atom at impact parameter $b$, for ion speed $v$, is $-(1/v)\,\partial_b\int V\,dz$. Dividing by $Mv$, with $Mv^2=2E$ and $K_0'=-K_1$, gives the deflection
\begin{equation}
\theta(b)=\frac CE\sum_i\alpha_i\kappa_iK_1(\kappa_i b).
\end{equation}
At $b=0.01$ nm this is 1.565 mrad; integrating the full trajectory past one atom gives 1.564 mrad.

Each atomic layer received a fresh thermal displacement. I averaged the impurity's Gaussian position density at the ion tracks over depths of 50--150 nm, using 6000 ions for $\langle111\rangle$ and 4000 for $\langle110\rangle$. Uncertainties are one standard error:
\begin{center}
\begin{tabular}{lcc}
Beam axis & $Y_{\mathrm S}$ & $Y_{\mathrm T}$\\
$\langle111\rangle$ & $0.029\pm0.004$ & $0.029\pm0.003$\\
$\langle110\rangle$ & $0.023\pm0.004$ & $1.77\pm0.07$
\end{tabular}
\end{center}
The S and T yields along $\langle111\rangle$ remain indistinguishable at this precision, even though the atoms are not evenly spaced along the row.

The row yields are roughly two to four times the estimate in Eq.~(\ref{row}). That estimate omits both thermal scattering and the discreteness of the atoms; the simulation includes both but does not separate their effects. The channel yield is lower than the equilibrium 2.1. Incomplete filling of the accessible area is a plausible reason, but I have not isolated it.

The random reference needs care. Averaged over all azimuths and tilts of $5^\circ$--$9^\circ$ from $[110]$, the simulation gives $1.01\pm0.02$ for S and $0.98\pm0.02$ for T. One fixed $7^\circ$ tilt gave 1.11 and 0.84 instead. It lay $0.21^\circ$ from a $\{113\}$ plane, so steering of the ions by those planes is a likely cause, though I have not isolated it. Trapping between the planes alone would lower the S yield, not raise it. A single tilted direction is not automatically a random one.

\subsection*{What your 80\% could mean}

Let fractions $f_{\mathrm S}$, $f_{\mathrm T}$ and $f_{\mathrm R}$ occupy substitutional, tetrahedral and randomly distributed sites, with sum one. This assumes that no other site, such as one displaced slightly from a row, is occupied. Then
\begin{equation}
Y=f_{\mathrm S}Y_{\mathrm S}+f_{\mathrm T}Y_{\mathrm T}+f_{\mathrm R}.
\end{equation}
Subtract this from $1=f_{\mathrm S}+f_{\mathrm T}+f_{\mathrm R}$ and divide by $1-Y_{\mathrm S}$. The one-axis estimate becomes
\begin{equation}
\phi=\frac{1-Y}{1-Y_{\mathrm S}}
=f_{\mathrm S}+f_{\mathrm T}\frac{1-Y_{\mathrm T}}{1-Y_{\mathrm S}}.
\label{naive}
\end{equation}
Along $\langle111\rangle$ the last ratio is close to one, so $\phi\simeq f_{\mathrm S}+f_{\mathrm T}$. With the $\langle110\rangle$ yields in the table it is negative, so $\phi$ lies below $f_{\mathrm S}$ if any T sites are filled.

Your numbers fit a mixture with just 20\% S, 60\% T and 20\% random. To model its data, I repeated the simulation with a beam divergence of $0.05^\circ$ rms per transverse component and with electronic scattering. For the latter, an electron of mass $m$, initially free and at rest, that receives energy $\epsilon$ has momentum squared $2m\epsilon$. Averaged over the azimuth of the kick, the ion's transverse energy gain from that recoil is at most $(m/M)\epsilon$. With a rough stopping power of 250 eV/nm, this upper estimate totals 5.1 eV over 150 nm. The yields became 0.0284 (S) and 0.0283 (T) along $\langle111\rangle$, and 0.0197 (S) and 1.795 (T) along $\langle110\rangle$, all unchanged within the statistical errors. Thus
\begin{align}
Y_{111}&=0.2(0.0284)+0.6(0.0283)+0.2=0.223,\\
Y_{110}&=0.2(0.0197)+0.6(1.795)+0.2=1.281.
\end{align}
The one-axis estimates are $\phi_{111}=0.80$ and $\phi_{110}=-0.29$. The negative value cannot be a site fraction; it signals chromium in the channel.

Now analyse these data with the site yields of the first simulation, which lacked the added scattering. Writing $1-Y$ for each axis, with the site yields taken before rounding, gives
\begin{align}
0.971f_{\mathrm S}+0.972f_{\mathrm T}&=0.777,\\
0.977f_{\mathrm S}-0.770f_{\mathrm T}&=-0.281.
\end{align}
The first equation gives $f_{\mathrm S}\simeq0.800-f_{\mathrm T}$. Substitution in the second gives $0.782-1.747f_{\mathrm T}\simeq-0.281$, hence $f_{\mathrm T}\simeq0.61$ and $f_{\mathrm S}\simeq0.19$. The closeness to 0.60 and 0.20 is partly fortunate: the standard error of 0.07 in the calibrating $Y_{\mathrm T}$ alone shifts $f_{\mathrm T}$ by about $0.61\times0.07/1.75\simeq0.02$.

For a real sample the systematic error can be much larger. At these depths the channelled flux still oscillates with depth, and both the oscillation and its average over the depth window depend on the interaction potential. With the Moli\`ere potential, $Y_{\mathrm T}$ in 25 nm slices of the window ranges from about 1.3 to 2.8. For smooth rows, its window average is about 1.7 with Firsov screening or the Doyle--Turner potential but only about 1.2 with the ZBL potential. The statistical error of $Y_{\mathrm T}$ does not include this. If the true $Y_{\mathrm T}$ were 1.1, the same analysis would return $f_{\mathrm T}\simeq0.37$ instead of 0.60. Quantitative fractions therefore need site yields computed for the actual depth profile and compared between potentials. The qualitative distinction between a low and a high $\langle110\rangle$ yield is much less sensitive.

\subsection*{Would a low $\langle110\rangle$ yield be proof?}

It would be much stronger evidence. A $[110]$ row has constant $z$. In each atomic plane of constant $z$, the atoms form a square net whose sides run along $[110]$ and $[1\bar10]$. A point on rows of both directions is a crossing of net lines, and every crossing is an atom. So no interstitial site is hidden along all $\langle110\rangle$ axes. If an impurity fills all symmetry-equivalent positions of one site type equally, some of them are therefore exposed in any one $\langle110\rangle$ measurement.

Three gaps remain. The equivalent positions may be filled unequally. A minority fraction may be lost in the experimental error. And a small displacement $\delta$ from the row is hard to see: it changes $\langle r^2\rangle$ to $2u^2+\delta^2$, so Eq.~(\ref{row}) becomes $\pi(2u^2+\delta^2)/A_0$. For $\delta=u$ the yield rises by a factor of 1.5, from 0.007 to 0.011 in the equilibrium estimate.

Vibration blurs the $\langle111\rangle$ result in a similar way. Doubling the T amplitude, with the host unchanged, raises the simulated $\langle111\rangle$ yield to 0.068. Read as a substitutional impurity with a random part, that would mean a random fraction of $(0.068-0.029)/(1-0.029)\simeq0.04$. Such an interstitial would still look 96\% substitutional.

\subsection*{Applying this to a real sample}

Chromium suits the method because it is heavier than silicon. Let an ion of mass $M_1$ scatter through angle $\vartheta$ from an atom of mass $M_2$ and keep a fraction $k$ of its momentum. Energy and momentum conservation give
\begin{align}
1-k^2&=\frac{M_1}{M_2}(1+k^2-2k\cos\vartheta),\\
k&=\frac{M_1\cos\vartheta+\sqrt{M_2^2-M_1^2\sin^2\vartheta}}{M_1+M_2}.
\end{align}
At $170^\circ$ the retained energy fraction $k^2$ is 0.566 for silicon and 0.736 for chromium, so the surface signals lie at 1131 and 1472 keV. For a beam normal to the surface and a constant stopping power, chromium at depth $z$ has its signal lowered by about $250z(0.736+1/|\cos170^\circ|)=438z$ eV, with $z$ in nm. In this approximation its signal stays above the silicon edge to about $341000/438\simeq780$ nm. The stopping power rises as the ion slows, which lowers this depth to about 700 nm, while the reduced stopping of a channelled ingoing beam raises it again. Either way it remains well beyond the 150 nm considered. The simulation neglects the ion's energy loss, 1.9\% of $E$ at 150 nm, which would change $\psi_1$ by about 0.9\%.

The beam, lattice and vibration values are rough but typical; the site fractions are chosen, not measured. The assumption an implanted sample breaks most directly is that of an undamaged crystal. If damage turns a fraction $\eta$ of the beam into effectively random ions before it reaches the chromium, then $Y\to(1-\eta)Y+\eta$. For $\eta=0.1$, the T yields 0.029 and 1.77 become 0.13 and 1.69. Both $1-Y$ and $1-Y_{\mathrm S}$ in Eq.~(\ref{naive}) shrink by the same factor, so $\phi$ is unaffected, provided that $Y_{\mathrm S}$ is the yield of silicon atoms still on their sites, at the same depth and damage. The measured silicon yield is higher, because displaced silicon atoms also scatter the beam directly. If a fraction $\nu$ of the silicon is displaced at random, using that yield as the reference makes $\phi$ too large by a factor $1/(1-\nu)$: for $\nu=0.1$, 0.80 would read as 0.89. The contrast between the axes survives, and so does the ambiguity of $\langle111\rangle$ taken alone.
